# Choosing the Gaussian Damping Width in Time-Domain Thermoreflectance Sums

## What the setting has to cure

A pump pulse heats the surface of a metal film, and a probe pulse reads the surface temperature some tens of picoseconds later. The surface cools fastest just after the pulse. The lock-in signal also contains heat left by earlier pulses, and it can be evaluated as a sum over harmonics of the pulse repetition frequency. The abrupt temperature rise at each pulse makes this sum converge slowly, and the steep cooling just after it makes the convergence slower still.

A Gaussian damping factor makes the sum short, but it also changes the answer. The user must therefore choose its width \(\tau\), a time. Too large a width blurs the cooling curve; too small a width wastes harmonics. The analysis below gives a starting value and a test that needs no exact result.

## The signal and its harmonic sum

Let \(h(t)\) be the probe-averaged surface temperature rise at time \(t\) after a pulse of unit absorbed energy, with \(h=0\) for \(t<0\). Heat flow is linear, and both pulses are much shorter than every delay. The pulse period is \(T\), and \(\omega_s=2\pi/T\).

For unit absorbed power amplitude, the modulated part of pump pulse \(n\) has energy \(Te^{i\omega_0nT}\). A probe arriving at \(nT+t\), with \(0<t<T\), sees pulse \(n\) and all earlier ones:

\[
\theta_n=T\sum_{q=0}^{\infty}h(t+qT)e^{i\omega_0(n-q)T}.
\]

Demodulation at the probe's arrival multiplies this by \(e^{-i\omega_0(nT+t)}\), which removes \(n\):

\[
Z(t)=T\sum_{q=0}^{\infty}h(t+qT)e^{-i\omega_0(t+qT)} .
\]

We write \(V_{\rm in}=\mathrm{Re}\,Z\) and \(V_{\rm out}=\mathrm{Im}\,Z\). This phase convention belongs to a delayed probe. If the pump is instead advanced after its modulation, the signal acquires the factor \(e^{i\omega_0t}\). We also take \(0<\omega_0<\omega_s\) and \(2\omega_0\ne\omega_s\), so that the conjugate part of a real modulation does not fold onto the detected signal.

Since \(h\) vanishes at negative times, \(q\) may run over all integers, and \(Z\) then has period \(T\). Its Fourier coefficient is

\[
\frac1T\int_0^T Z(t)e^{-im\omega_st}dt
=\int_0^\infty h(t)e^{-i(\omega_0+m\omega_s)t}dt
=H(\omega_0+m\omega_s).
\]

The first equality joins the shifted intervals into one half-line, because \(e^{-im\omega_sqT}=1\). Therefore

\[
Z(t)=\sum_{m=-\infty}^{\infty}H(\omega_0+m\omega_s)e^{im\omega_st}.
\]

## The thermal response

Consider a film of thickness \(d\), an interface of conductance \(G\), and a half-space. For in-plane wave number \(k\) and time dependence \(e^{st}\), Fourier's law in layer \(j\) gives \(\theta''=q_j^2\theta\), with

\[
q_j^2=k^2+\frac{s}{D_j},\qquad D_j=\frac{\kappa_j}{C_j}.
\]

Here \(\kappa_j\) is the conductivity and \(C_j\) the heat capacity per volume. The decaying substrate solution has temperature-to-flux ratio \(1/(\kappa_sq_s)\). Adding the interface gives \(R=1/G+1/(\kappa_sq_s)\) at the bottom of the film.

In the film, with depth \(z\), write \(\theta=A\cosh q_f(d-z)+B\sinh q_f(d-z)\). The downward flux is \(-\kappa_f\theta'=\kappa_fq_f[A\sinh q_f(d-z)+B\cosh q_f(d-z)]\). At \(z=d\) this requires \(A=R\kappa_fq_fB\). Dividing temperature by flux at \(z=0\) then gives

\[
\hat G(k,s)=\frac{R+\tanh(q_fd)/(\kappa_fq_f)}
{1+R\kappa_fq_f\tanh(q_fd)} .
\]

Pump and probe have the same Gaussian radius \(w\), with normalized profile \(2e^{-2r^2/w^2}/(\pi w^2)\) and transform \(e^{-k^2w^2/8}\). Heating and probing each contribute this factor. With \(u=k^2w^2/4\), so that \(k\,dk=2du/w^2\),

\[
\tilde H(s)=\int_0^\infty\frac{k\,dk}{2\pi}e^{-k^2w^2/4}\hat G
=\frac1{\pi w^2}\int_0^\infty e^{-u}\hat G\,du,
\]

and \(H(\omega)=\tilde H(i\omega)\).

At high frequency \(q_f\to\sqrt{i\omega/D_f}\) and \(\tanh(q_fd)\to1\). The impedance becomes \(1/(\kappa_fq_f)\), whatever \(R\) is, and

\[
H(\omega)\to\frac{1}{\pi w^2\sqrt{\kappa_fC_f}\sqrt{i\omega}} .
\]

This \(\omega^{-1/2}\) decay corresponds to \(h\propto t^{-1/2}\) at early times. It belongs to the model of heat deposited exactly at the surface. If the heat is spread over a finite depth, as in a real metal film, \(h\) starts from a finite value and \(H\) eventually falls as \(1/\omega\). The scalings derived below for the plain cutoff refer to the surface-heating model.

## Why a plain cutoff is expensive

Stop the sum at \(|m|=M\), and set \(\theta=\omega_st\), \(F_m=H(\omega_0+m\omega_s)\). Let \(S\) be the omitted positive tail. Subtracting \(e^{i\theta}S\) from \(S\) gives

\[
(1-e^{i\theta})S=F_{M+1}e^{i(M+1)\theta}
+\sum_{m=M+2}^{\infty}(F_m-F_{m-1})e^{im\theta}.
\]

Since \(F_m\propto m^{-1/2}\), its successive differences are smaller by about \(1/(2M)\). Applying the same subtraction to the last sum shows that it is smaller than the first term by about \(1/(2M\theta)\) when \(\theta\) is small. For \(M\theta\gg1\) the first term suffices. Since \(|1-e^{i\theta}|=2\sin(\theta/2)\), the two tails together have the leading error envelope

\[
E_M\simeq\frac{|H(M\omega_s)|}{\sin(\theta/2)} .
\]

The actual error oscillates within this approximate envelope, so one small value at one cutoff does not show convergence.

A half-space at short delay shows the scaling. If the newest pulse dominates, \(Z\simeq T/[\pi w^2\sqrt{\kappa C}\sqrt{\pi t}]\). Using \(\sin(\theta/2)\simeq\omega_st/2\) and \(\omega_sT=2\pi\),

\[
\frac{E_M}{|Z|}\simeq
\frac{2}{\omega_st}\frac{\sqrt{\pi t}}{T\sqrt{M\omega_s}}
=\frac1{\sqrt{\pi M\omega_st}} .
\]

A relative error \(\varepsilon\) thus needs \(M\omega_st\simeq1/(\pi\varepsilon^2)\): ten times the accuracy costs a hundred times the harmonics.

## What the damping does

Multiply term \(m\) by \(e^{-(m\omega_s\tau)^2/2}\). This is the Fourier transform, at frequency \(m\omega_s\), of the normalized Gaussian \(g_\tau(v)=e^{-v^2/(2\tau^2)}/(\sqrt{2\pi}\tau)\). Inserting that transform into the sum gives

\[
Z_\tau(t)=\int_{-\infty}^{\infty}g_\tau(v)Z(t-v)\,dv,
\]

where \(Z\) is continued periodically. The setting is therefore a smoothing time along the delay axis.

Expand \(Z(t-v)\) about \(t\). Odd moments of \(g_\tau\) vanish, while \(\langle v^2\rangle=\tau^2\) and \(\langle v^4\rangle=3\tau^4\). Hence

\[
Z_\tau-Z=\frac{\tau^2}{2}Z''+\frac{\tau^4}{8}Z''''+\cdots .
\]

This is an asymptotic expansion for \(\tau\ll t\), because \(Z\) is singular at zero delay. The part of the Gaussian that reaches past zero has weight \(\tfrac12\mathrm{erfc}[t/(\sqrt2\tau)]\), which is exponentially small in \((t/\tau)^2\). The delay must also stay many widths below \(T\), where the next pulse arrives.

Two limits show what controls the bias.

**Early cooling.** For \(h\propto t^{-1/2}\), \(h''/h=3/(4t^2)\) and \(h''''/h=105/(16t^4)\), so

\[
\frac{\delta h}{h}=\frac38\left(\frac{\tau}{t}\right)^2
+\frac{105}{128}\left(\frac{\tau}{t}\right)^4+\cdots .
\]

Setting the first term equal to \(\varepsilon\) gives the first guess \(\tau=t\sqrt{8\varepsilon/3}\).

**A film of uniform temperature.** Long after \(d^2/D_f\), with a weak interface and a substrate that stays cool, energy balance reads \(C_fd\,h'=-Gh\). Then \(h''/h=(G/C_fd)^2\), and the relative bias is \(\tfrac12(\tau G/C_fd)^2\). It no longer grows as \(1/t^2\).

## Why the shortest delay is the place to test

Passive diffusion is a superposition of decaying modes. With equal pump and probe profiles each mode enters through the square of one overlap, so

\[
h(t)=\int_0^\infty\rho(\lambda)e^{-\lambda t}d\lambda,\qquad \rho\ge0 .
\]

Let \(\langle\cdot\rangle_t\) be an average with normalized weight \(\rho e^{-\lambda t}\). Then \(h''/h=\langle\lambda^2\rangle_t\), and differentiating numerator and denominator gives

\[
\frac{d}{dt}\frac{h''}{h}
=-\langle\lambda^3\rangle_t+\langle\lambda^2\rangle_t\langle\lambda\rangle_t
=-\tfrac12\big\langle(\lambda^2-\lambda'^2)(\lambda-\lambda')\big\rangle_t\le0 ,
\]

where \(\lambda'\) is an independent variable with the same weight. Both brackets have the same sign for positive rates. The leading relative bias of the single-pulse response is therefore largest at the shortest delay.

This argument does not cover the full lock-in signal, which includes modulation and accumulated heat. After choosing \(\tau\), it is worth checking a few longer delays. If the two profiles differ so that \(\rho\) can be negative, that check becomes essential.

## How many harmonics to keep

The same positive weight shows that \(|H|\) decreases with frequency. With \(y=\omega^2\),

\[
|H|^2=\iint\rho(\lambda)\rho(\lambda')
\frac{y+\lambda\lambda'}{(y+\lambda^2)(y+\lambda'^2)}d\lambda\,d\lambda'.
\]

The logarithmic derivative of the fraction with respect to \(y\) is

\[
\frac1{y+\lambda\lambda'}-\frac1{y+\lambda^2}-\frac1{y+\lambda'^2}\le0,
\]

because \(\lambda\lambda'\) is at least the smaller of \(\lambda^2\) and \(\lambda'^2\).

Let \(a=\omega_s\tau\) and \(x=Ma\). All omitted frequencies exceed \(M\omega_s\) in magnitude, since \(\omega_0<\omega_s\). A decreasing sum is bounded by its integral, and \(v/M\ge1\) in that integral:

\[
\sum_{m>M}e^{-a^2m^2/2}\le\int_M^\infty\frac vM e^{-a^2v^2/2}dv
=\frac{e^{-x^2/2}}{ax}.
\]

Both tails together are at most \(2|H(M\omega_s)|e^{-x^2/2}/(ax)\). Choosing \(x=6\), or \(M=\lceil6/(\omega_s\tau)\rceil\), normally leaves smoothing as the controlling error. With the early-cooling width, \(M\omega_st=6t/\tau\propto\varepsilon^{-1/2}\), compared with \(\varepsilon^{-2}\) for the plain cutoff.

## The width test

For either signal component, write the bias as \(b_2\tau^2+b_4\tau^4\). Then

\[
\frac{Z_{2\tau}-Z_\tau}{3}
=\frac{(4-1)b_2\tau^2+(16-1)b_4\tau^4}{3}
=b_2\tau^2+5b_4\tau^4 .
\]

This estimates the bias of the narrower result. If \(b_2\) and \(b_4\) have the same sign, it errs on the large side at this order. For the single-pulse response they do, since \(h''\) and \(h''''\) are both positive.

Use the setting as follows.

1. Start at \(\tau=t_{\min}/4\), where \(t_{\min}\) is the shortest delay to be fitted, and halve the width repeatedly.
2. At each halving, divide \(|Z_{2\tau}-Z_\tau|/3\), taken separately for \(V_{\rm in}\) and \(V_{\rm out}\), by the size of that component.
3. Accept when both estimates are below \(\varepsilon\) and successive changes in \(V_{\rm in}\) shrink by a factor between 3 and 6. The asymptotic factor is 4; the window is a practical guard.
4. Keep the computed values of \(H\). A narrower width needs new damping weights, but only the additional harmonics need new values of \(H\).

Testing the components separately prevents their errors from cancelling in \(-V_{\rm in}/V_{\rm out}\). To first order, the relative error of the ratio is at most the sum of the two relative errors. If a parameter \(p\) is inferred from the ratio \(r\) at one delay, then \(\delta p/p\simeq(\delta r/r)/(\partial\ln r/\partial\ln p)\). Weak sensitivity therefore calls for a smaller \(\varepsilon\).

The two last results also give an extrapolated value:

\[
\frac{4Z_\tau-Z_{2\tau}}3
=Z+\frac{4-16}{3}b_4\tau^4=Z-4b_4\tau^4 .
\]

The quadratic bias cancels without any new value of \(H\).

## A worked choice

The model parameters are round numbers. The film has \(d=80\) nm, \(\kappa_f=150\) W/(m K) and \(C_f=2.4\times10^6\) J/(m³ K). The substrate has \(\kappa_s=50\) W/(m K) and \(C_s=2.0\times10^6\) J/(m³ K). The interface has \(G=10^8\) W/(m² K), and both beam radii are 6 μm. Repetition is at 80 MHz and modulation at 10 MHz. We require \(\varepsilon=10^{-3}\) from 50 ps to 3.6 ns.

An independent reference is obtained by summing the pulses inside an inverse Laplace integral. For \(\mathrm{Re}\,s<0\) the pulse sum is geometric, so

\[
Z(t)=\frac{T}{2\pi i}\int_{\mathcal C}\tilde H(s)
\frac{e^{(s-i\omega_0)t}}{1-e^{(s-i\omega_0)T}}ds .
\]

The contour \(\mathcal C\) comes in along one ray and leaves along another, at \(\pm135^\circ\) from the positive real axis. It passes between the singularities of diffusion on the negative real axis and the poles at \(s=i(\omega_0+m\omega_s)\). An explicit sum over 4000 pulses agrees with it to a relative \(1.4\times10^{-5}\). This route needs \(\tilde H\) at complex \(s\); the damped sum needs only real frequencies.

The search starts at 12.5 ps. At 6.25 ps the estimated \(V_{\rm in}\) error is \(4.5\times10^{-3}\), so the width is rejected. At 3.125 ps,

\[
\frac{587.0792-585.7007}{3\times585.7007}=7.8\times10^{-4},
\]

and the \(V_{\rm out}\) estimate is \(7.8\times10^{-6}\). The shrink factor is 5.80, inside the window but near its edge, and the width is accepted. The reference \(V_{\rm in}=585.2820\) K/W gives a true relative error of \(7.2\times10^{-4}\), so the estimate was slightly cautious.

The quartic term explains that caution. At \(\tau=t_{\min}/32\) the bias is 1.0058 times its quadratic part, so \(b_4\tau^2/b_2\simeq0.0058\). At the accepted width, \(t_{\min}/16\), this becomes \(\eta\simeq0.023\). The predicted ratio of estimate to true error is \((1+5\eta)/(1+\eta)\simeq1.09\); the printed errors give 1.10. The two-term shrink factor is \(4(1+20\eta)/(1+5\eta)\simeq5.2\). The remaining difference from 5.80 comes mainly from higher powers of \(\tau\), which matter at the widest setting: the sixth-order term alone raises the predicted factor to about 5.6.

The quadratic coefficient of the relative \(V_{\rm in}\) bias is 0.179, not the half-space value 0.375. Although \(d^2/D_f=102\) ps, the slowest part of the initial temperature difference across the film decays in about \(d^2/(\pi^2D_f)=10\) ps. At 50 ps the film is therefore nearly uniform, and the half-space limit no longer applies. The uniform-film limit does not yet give the bias either: its coefficient would be only \(\tfrac12(50/1920)^2=3.4\times10^{-4}\). The small temperature difference that remains changes so quickly that it supplies nearly all the curvature. The half-space guess, 2.6 ps, is somewhat stricter than necessary here, but it is not a safe bound in general: at 20 ps the single-pulse coefficient for this film is 0.44.

The out-of-phase signal is much less affected. Its newest-pulse part is \(-Th\sin\omega_0t\simeq-T\omega_0t\,h\), which carries the small factor \(\omega_0t=3.1\times10^{-3}\). The absolute biases are 0.0006 K/W in \(V_{\rm out}\) and 0.42 K/W in \(V_{\rm in}\). Their ratio is only about half of \(\omega_0t\), because \((th)''=th''+2h'\) and the negative slope \(h'\) cancels about half of \(th''\) at this delay. The ratio \(-V_{\rm in}/V_{\rm out}\) changes from 7.4384 to 7.4437, a relative error of \(7.1\times10^{-4}\).

Over 25 delays spanning the range, the largest \(V_{\rm in}\) error occurs at 50 ps. At 3.6 ns it is \(5\times10^{-7}\). The uniform-film limit, with \(C_fd/G=1.92\) ns, predicts \(\tfrac12(3.125/1920)^2=1.3\times10^{-6}\). This gives only the order of magnitude, because the estimate assumes a substrate that stays cool.

The accepted sum has \(M=3820\), or 7641 terms. Without damping, the same cutoff gives a \(V_{\rm in}\) error of 3.8%, and the error envelope reaches \(10^{-3}\) only near \(M=8.0\times10^6\), about 2100 times farther. Extrapolation from the last two widths reduces the \(V_{\rm in}\) error to \(7.0\times10^{-5}\). The numerical output below lists the two widths tested after the starting one.

## When the setting cannot help

The test controls the error of summing a given thermal model. It does not test Fourier's law, surface absorption or the layer parameters. Nor does \(\tau\) represent the measured pulse duration here: it is a numerical width to be made small. If the real pulses are not short compared with \(t_{\min}\), their shapes belong in the physical model, and the numerical error must be judged against that new signal.

If the shrink factor stays outside the window, continue halving and check that the values of \(H\) are accurate enough: irregular errors in \(H\) can dominate the small differences between nearby widths. A regular shrink factor does not prove that \(H\) is accurate, because a smooth quadrature error passes the width test unnoticed. The quadrature therefore needs its own check, for example with more nodes. A component close to zero needs an absolute tolerance, because its relative error loses meaning there. If a shorter delay is later added to the fit, repeat the width test at that delay.

## Calculated quantities

```
film conductivity 150 W/(m K)
film heat capacity 2.40e+06 J/(m^3 K)
film thickness 80 nm
substrate conductivity 50 W/(m K)
substrate heat capacity 2.00e+06 J/(m^3 K)
interface conductance 1.00e+08 W/(m^2 K)
both beam 1/e^2 radii 6.0 um
repetition frequency 80 MHz
modulation frequency 10 MHz
pulse period 12.50 ns
shortest delay 50.0 ps
longest delay 3.60 ns
relative tolerance 1.0e-03
Gaussian cutoff M omega_s tau 6.0
film diffusion time d^2/D 102.4 ps
finite-volume relative difference 4.18e-06
explicit pulse-sum relative difference 1.38e-05
smoothing-identity relative difference 5.96e-09
bias / leading formula at tau=t_min/32 1.00580
V_in bias coefficient of (tau/t)^2 0.1790
inverse-root first-guess width 2.582 ps
starting width 12.5000 ps
tau 6.2500 ps, M 1910, V_in 587.07923 K/W
  estimates: V_in 4.537e-03, V_out 3.242e-05
  true V_in error 3.071e-03, shrink factor not available
tau 3.1250 ps, M 3820, V_in 585.70070 K/W
  estimates: V_in 7.845e-04, V_out 7.754e-06
  true V_in error 7.154e-04, shrink factor 5.797
accepted width 3.1250 ps
accepted harmonic count 2M+1 7641
reference V_in 585.28196 K/W
reference V_out -78.68344 K/W
damped V_out -78.68403 K/W
true V_out relative error 7.556e-06
reference ratio -V_in/V_out 7.438439
damped ratio -V_in/V_out 7.443705
ratio relative error 7.079e-04
extrapolated V_in relative error 6.967e-05
omitted-tail bound / |V_in| 1.852e-09
largest V_in relative error over delays 7.154e-04
largest V_out relative error over delays 7.556e-06
V_in relative error at longest delay 5.111e-07
undamped V_in relative error at same M 3.800e-02
undamped relative error envelope at same M 4.573e-02
undamped M for envelope at tolerance 7.987e+06
undamped M / accepted M 2090.9
```
